\section*{Finite-Difference Hessians: Optimal Steps and the Six Residual Frequencies}

\section{Sixty wavenumbers of error, or a third of one}

A bent triatomic model molecule has vibrations at 1314.3, 2804.3 and 3848.3~cm$^{-1}$. Its Hessian is rebuilt from 18 gradients, each component carrying a random error of rms size $10^{-6}\,E_h/a_0$. Six frequencies should vanish, three for translation and three for rotation. One such calculation, with a step of $0.0110\,a_0$, gives instead
\[
60.0\,\mathrm i,\quad 14.8\,\mathrm i,\quad 5.0,\quad 19.3,\quad 23.6,\quad 32.7\ \mathrm{cm}^{-1},
\]
yet the three vibrations are wrong by at most 0.28~cm$^{-1}$. At this step the residuals come mainly from the noise, while the vibrational errors come from the same noise and from the truncation error of the differences, in a proportion that depends on the mode: rms noise and bias are 0.46 and 0.03~cm$^{-1}$ for the lowest vibration, 0.12 and 0.23 for the middle one, 0.19 and 0.39 for the highest. The relation between the two effects of noise turns the six residuals into a measure of it, and its derivation also shows which errors they cannot see.

Atomic units are used, with frequencies quoted as wavenumbers. The energy $E(x)$ is a smooth function of $n=3N$ Cartesian coordinates, with gradient $g_i$, Hessian $H_{ij}$ and higher derivatives $f_{ijk}$, $f_{ijkl}$ at the reference geometry. Repeated indices are not summed unless a sum is written. Every computed gradient component has an independent error of zero mean and rms $\sigma_g$; every computed energy has one of rms $\sigma_E$. Errors that vary smoothly with geometry are not noise in this sense.

The model energy is
\[
E=\sum_{b=1}^{2}D\left[1-e^{-\alpha(r_b-r_0)}\right]^2+\tfrac12K(\cos\theta-c_0)^2,
\]
with $D=0.2\,E_h$, $\alpha=1.2\,a_0^{-1}$, $r_0=1.8\,a_0$, $K=0.15\,E_h$ and $c_0=-0.25$. The central atom has mass $30000\,m_e$, the outer atoms 1 and 2 have $2000$ and $4000\,m_e$. Bond 1 lies along the $x$ axis and the molecule in the $xy$ plane.

\section{Bias and noise of the stencils}

\subsection{From gradients}

Let $e_j$ be the unit vector of coordinate $j$. Taylor expansion gives
\[
g_i(x\pm he_j)=g_i\pm hH_{ij}+\frac{h^2}{2}f_{ijj}\pm\frac{h^3}{6}f_{ijjj}+O(h^4).
\]
The even terms cancel in the difference, so
\begin{equation}
D_{ij}=\frac{g_i(x+he_j)-g_i(x-he_j)}{2h}=H_{ij}+\frac{h^2}{6}f_{ijjj}+O(h^4).
\label{grad}
\end{equation}
The cubic constants drop out and the quartic ones set the bias. Two independent errors enter, so the noise variance is
\begin{equation}
s^2=\frac{2\sigma_g^2}{(2h)^2}=\frac{\sigma_g^2}{2h^2}.
\label{s}
\end{equation}

The matrix $D$ is then replaced by $(D+D^T)/2$. Its bias is $h^2F_{ij}/6$ with $F_{ij}=(f_{ijjj}+f_{iiij})/2$. The noises of $D_{ij}$ and $D_{ji}$ come from different displacements, hence are independent: the variance stays $s^2$ on the diagonal and falls to $s^2/2$ off it. The cost is $2n$ gradients.

\subsection{From energies}

For a diagonal element, the odd terms cancel in the sum:
\[
\frac{E(x+he_i)+E(x-he_i)-2E(x)}{h^2}=H_{ii}+\frac{h^2}{12}f_{iiii}+O(h^4).
\]
The noise variance is $(1+1+4)\sigma_E^2/h^4=6\sigma_E^2/h^4$.

For $i\ne j$, take signs $p,q=\pm1$ and form
\[
\frac1{4h^2}\sum_{p,q}pq\,E(x+phe_i+qhe_j).
\]
The sum keeps terms odd in both $p$ and $q$. Up to fourth order these are $pq\,h^2H_{ij}$ and $pq\,h^4(f_{iiij}+f_{ijjj})/6$, where $1/6=1/(3!\,1!)$. Since $\sum(pq)^2=4$, the result is
\[
H_{ij}+\frac{h^2}{6}(f_{iiij}+f_{ijjj})+O(h^4),
\]
with noise variance $4\sigma_E^2/(4h^2)^2=\sigma_E^2/(4h^4)$. The number of energies is $1+2n+4\,n(n-1)/2=1+2n^2$, or 163 for $n=9$.

\section{The optimal step}

\subsection{One diagonal element}

Write $f=f_{iiii}$. The noise has zero mean, so the mean square error is squared bias plus variance. For gradients and energies respectively,
\begin{align*}
\epsilon_g^2&=\frac{f^2h^4}{36}+\frac{\sigma_g^2}{2h^2},&
\frac{d\epsilon_g^2}{dh}&=\frac{f^2h^3}{9}-\frac{\sigma_g^2}{h^3}=0,\\
\epsilon_E^2&=\frac{f^2h^4}{144}+\frac{6\sigma_E^2}{h^4},&
\frac{d\epsilon_E^2}{dh}&=\frac{f^2h^3}{36}-\frac{24\sigma_E^2}{h^5}=0.
\end{align*}
Hence $h^6=9\sigma_g^2/f^2$ and $h^8=864\,\sigma_E^2/f^2$, that is,
\begin{equation}
h=\left(\frac{3\sigma_g}{|f|}\right)^{1/3},\qquad
h=\left(\frac{12\sqrt6\,\sigma_E}{|f|}\right)^{1/4}.
\label{single}
\end{equation}
If $f=0$, the next term of the Taylor series sets the limit and these formulas do not apply.

For atom 1 displaced along its bond, $f=5.806\,E_h/a_0^4$. With $\sigma_g=10^{-6}\,E_h/a_0$ the first formula gives $(3\times10^{-6}/5.806)^{1/3}=0.0080\,a_0$. With $\sigma_E=10^{-8}\,E_h$ the second gives $(29.39\times10^{-8}/5.806)^{1/4}=0.0150\,a_0$.

\subsection{One step for the whole matrix}

Now minimize the summed mean square error of all elements. For the symmetrized gradient Hessian the noise contributes
\[
s^2\left[n+\frac{n(n-1)}2\right]=\frac{n(n+1)}{2}s^2=\frac{n(n+1)\sigma_g^2}{4h^2}.
\]
With $\|F\|^2=\sum_{ij}F_{ij}^2$, the total and its stationary condition are
\[
\epsilon^2=\frac{\|F\|^2h^4}{36}+\frac{n(n+1)\sigma_g^2}{4h^2},\qquad
\frac{\|F\|^2h^3}{9}=\frac{n(n+1)\sigma_g^2}{2h^3},
\]
so that
\begin{equation}
h_g^6=\frac{9n(n+1)\sigma_g^2}{2\|F\|^2}.
\label{hg}
\end{equation}
Inserting this condition makes the noise term $\|F\|^2h_g^4/18$, twice the squared bias. The total error is therefore $\epsilon=\|F\|h_g^2/\sqrt{12}$, which scales as $\sigma_g^{2/3}$. At a step $rh_g$ the mean square error is $(r^4+2r^{-2})/3$ times its minimum. Doubling the step multiplies the rms error by 2.3, halving it by 1.6.

For energies, let $A$ be the sum of squared bias coefficients, $f_{iiii}/12$ on the diagonal and $(f_{iiij}+f_{ijjj})/6$ off it. The variances add up to $B\sigma_E^2/h^4$ with $B=6n+n(n-1)/4$. Minimizing $Ah^4+B\sigma_E^2/h^4$ gives
\begin{equation}
h_E^8=\frac{B\sigma_E^2}{A},\qquad \epsilon=\sqrt{2A}\,h_E^2\propto\sigma_E^{1/2}.
\label{he}
\end{equation}

In the example $\|F\|=15.15\,E_h/a_0^4$, so
\[
h_g=\left(\frac{405\times10^{-12}}{15.15^2}\right)^{1/6}a_0=0.0110\,a_0.
\]
Because $F_{ij}$ is built from derivatives along the Cartesian axes, it is not a tensor, and these values belong to the orientation chosen here. In other orientations of the same molecule $\|F\|$ falls as low as about $4.5\,E_h/a_0^4$ and $h_g$ rises to about $0.0165\,a_0$. With $A=13.64\,E_h^2/a_0^8$ and $B=72$, $h_E=(72\times10^{-16}/13.64)^{1/8}a_0=0.0123\,a_0$. Direct minimization of the error over 2000 noise samples reproduces all four optimal steps within the 4\% tolerance of the test. The matrix errors at the optimum are $5.3\times10^{-4}$ and $7.9\times10^{-4}\,E_h/a_0^2$.

\section{Why there should be six zeros}

Let $T$ hold the three uniform translations as columns. Since $E$ does not change under translation, $T^Tg(x)=0$ at every $x$; differentiation gives $HT=0$.

An infinitesimal rotation about axis $a$ moves atom $A$ by $\hat a\times r_A$. Collect these displacements in $R_a=G_ax$, where $G_a$ is an antisymmetric matrix. Rotational invariance says $\sum_i g_i(G_ax)_i=0$ at every $x$. Differentiate with respect to $x_j$:
\[
\sum_iH_{ji}(G_ax)_i+\sum_ig_i(G_a)_{ij}=0.
\]
The second term is $(G_a^Tg)_j=-(G_ag)_j$, hence
\begin{equation}
HR_a=G_ag,\qquad (G_ag)_A=\hat a\times g_A.
\label{rot}
\end{equation}
All three rotations are null vectors only if $g=0$, because no nonzero $g_A$ is parallel to three different axes. A linear molecule has one vanishing $R_a$ and therefore five null vectors.

Equation~(\ref{rot}) has a practical consequence. If bond 1 is lengthened by $0.001\,a_0$, the exact Hessian there has two nonzero residual frequencies, 52.6 and 90.6~cm$^{-1}$; if it is shortened by as much, $52.8\,\mathrm i$ and $90.8\,\mathrm i$~cm$^{-1}$. The sign follows from
\[
R_a^THR_a=\sum_A(\hat a\times r_A)\cdot(\hat a\times g_A).
\]
The two gradient vectors are $\pm\phi u$ along the bond direction $u$, where $\phi=dE/dr_1$. The sum is thus $\phi r_1|\hat a\times u|^2$, positive for a stretched bond and negative for a compressed one. It vanishes for the axis along the bond, which leaves two affected rotations. The geometry must be converged before residuals are read as noise.

\section{From residuals to vibrational errors}

Let $M$ be the diagonal mass matrix. The eigenvalues of $M^{-1/2}HM^{-1/2}$ are $\lambda=\omega^2$. At a stationary point its null space is spanned by $M^{1/2}T$ and $M^{1/2}R_a$; let $U$ hold six orthonormal combinations of them. An error $\delta H$ perturbs the matrix by $W=M^{-1/2}\delta H M^{-1/2}$. To first order, the residual eigenvalues are those of $U^TWU$, and a vibration with normalized eigenvector $v_k$ changes by
\[
\delta\lambda_k=v_k^TWv_k,\qquad \delta\omega_k=\frac{\delta\lambda_k}{2\omega_k}.
\]
First order suffices while the errors are small compared with the vibrational $\lambda_k$ and with the differences between them; degenerate vibrations require diagonalizing $W$ within their subspace.

This explains the opening contrast. An eigenvalue error $\delta\lambda$ on top of zero appears as $\omega_r=\sqrt{|\delta\lambda|}$; the same error in a vibration appears as $\omega_r^2/2\omega_k$. A residual of 36~cm$^{-1}$ corresponds to $36^2/(2\times1314)\approx0.5$~cm$^{-1}$ in the lowest vibration and $0.17$~cm$^{-1}$ in the highest.

The masses refine this estimate. For mass-weighted vectors $u,w$ put $a=M^{-1/2}u$, $b=M^{-1/2}w$. The noise is $\delta H=(\mathcal N+\mathcal N^T)/2$, with independent elements of variance $s^2$. Then
\begin{align}
u^TWw&=\tfrac12\sum_{ij}\mathcal N_{ij}(a_ib_j+b_ia_j),\nonumber\\
\mathrm{var}(u^TWw)&=\frac{s^2}{4}\sum_{ij}(a_ib_j+b_ia_j)^2
=\frac{s^2}{2}\left[|a|^2|b|^2+(a\cdot b)^2\right].
\label{var}
\end{align}
For $u=w=v_k$ this is $s^2|a|^4$. Define the reduced mass by $1/\mu_k=|a|^2=\sum_i v_{k,i}^2/m_i$. The rms errors are
\begin{equation}
\delta\lambda_k=\frac{s}{\mu_k},\qquad \delta\omega_k=\frac{s}{2\omega_k\mu_k}.
\label{mode}
\end{equation}

The residuals supply $s$. The sum of their squared eigenvalues is the sum of the squared elements of $U^TWU$. Summing (\ref{var}) over all pairs of columns of $U$, with $C=U^TM^{-1}U$, gives
\begin{equation}
\Big\langle\sum_{r=1}^{6}\lambda_r^2\Big\rangle=\frac{s^2}{2}\left[(\mathrm{tr}\,C)^2+\mathrm{tr}\,C^2\right].
\label{gauge}
\end{equation}
Solved for $s$ with the observed sum on the left, this defines the estimate $\hat s$. The relation holds for the average; from a single Hessian of the example, $\hat s$ scatters by about 24\% rms.

At $h=0.00366\,a_0$, a third of $h_g$, equation~(\ref{s}) gives $s=1.93\times10^{-4}\,E_h/a_0^2$; the rms estimate from the residuals of 2000 samples is $1.92\times10^{-4}$. For the lowest mode, $\omega=0.005988\,E_h$ and $\mu=2608\,m_e$, so
\[
\delta\omega=\frac{1.93\times10^{-4}}{2\times0.005988\times2608}\,E_h=6.18\times10^{-6}\,E_h=1.36\ \mathrm{cm}^{-1}.
\]
The sampled error is 1.32~cm$^{-1}$. The other modes have 0.37 and 0.57 predicted, 0.38 and 0.58 sampled.

Equation~(\ref{gauge}) is calibrated for gradient noise. Energy stencils have unequal variances, and the error of $E(x)$ enters all diagonal elements together. That common part shifts $U^TWU$ by a multiple of the positive matrix $C$, pushing all six eigenvalues the same way.

\section{What the residuals miss}

\subsection{Truncation}

Without noise, the net force vanishes at every displaced geometry, so $T^TD=0$ at any $h$, however large the bias. For rotations, let coordinate $j$ belong to atom $B$. The torque vanishes about the displaced positions:
\[
\sum_Ar_A\times g_A(\pm h)=\mp h\,\hat e_j\times g_B(\pm h),
\]
where $\hat e_j$ is the displacement direction in space. Subtract the two signs, divide by $2h$ and project on $\hat a$:
\[
(R_a^TD)_j=-\tfrac12\hat a\cdot\left\{\hat e_j\times[g_B(h)+g_B(-h)]\right\}
=-\frac{h^2}{2}\hat a\cdot(\hat e_j\times f_{Bjj})+O(h^4).
\]
Here $g=0$ at the reference, and $f_{Bjj}$ is the vector of cubic constants $f_{ijj}$ with $i$ on atom $B$. The residuals thus see a limited part of the bias, and (\ref{gauge}) is not calibrated for it.

The table gives values sampled with noise. The residual size is $(\overline{\lambda_r^2})^{1/4}$; the last two columns are rms vibrational errors, estimated from $\hat s$ and true. All frequencies are in cm$^{-1}$.
\begin{center}
\begin{tabular}{cccc}
$h/a_0$ & residual & estimated & true\\
0.0027 & 71.4 & 1.16 & 1.15\\
0.0055 & 50.5 & 0.58 & 0.58\\
0.0110 & 35.8 & 0.29 & 0.39\\
0.0220 & 28.9 & 0.19 & 1.06\\
0.0440 & 46.5 & 0.49 & 4.19\\
0.0879 & 92.3 & 1.94 & 16.73
\end{tabular}
\end{center}
The estimate holds at short steps and fails at long ones. The smallest residuals in the table occur at $0.022\,a_0$, where the vibrational error is 2.7 times that at $h_g$. Minimizing the residuals is therefore not a way to choose the step. Their trend is informative: noise has $\lambda_r\propto1/h$ and gives frequencies $\propto h^{-1/2}$, as in the first two rows, whereas bias has $\lambda_r\propto h^2$ and gives frequencies $\propto h$, nearly as in the last two.

\subsection{Errors that respect the symmetries}

Suppose the noise in each displaced gradient has no net force and no torque about the reference positions. Then $T^T\mathcal N=0$ and $R_a^T\mathcal N=0$. The columns of $M^{-1/2}U$ are combinations of $T$ and $R_a$, so $U^TWU=0$. In the example such noise lowers $\hat s$ from $1.9\times10^{-4}$ to $7\times10^{-7}\,E_h/a_0^2$, while the rms vibrational error falls merely from 0.86 to 0.69~cm$^{-1}$. Removing net force and torque from gradients before differencing disables the gauge.

Real programs can be in this situation without any cleaning. With an atom-centred basis the analytic Hartree--Fock gradient has zero net force for any density matrix, so errors from incomplete SCF convergence carry none, and their torque can be small as well. In one calculation on water (RHF/STO-3G, SCF energy threshold $10^{-5}\,E_h$, $h=0.005\,a_0$) the gauge indicated errors of 0.01--0.02~cm$^{-1}$ while the vibrations were wrong by up to about 1~cm$^{-1}$.

A wrong potential can also be invariant. Raising $D$ by 5\% shifts the two upper vibrations by 69 and 95~cm$^{-1}$ and leaves the residuals at zero within rounding.

Projecting translations and rotations out of the Hessian sets the residuals to zero by construction. Since $v_k$ is orthogonal to $U$, the first-order error $v_k^TWv_k$ is unchanged. In the noise-dominated test the projection altered the vibrations by 0.4\% of their error. The residuals must be read before projection.

\section{A procedure that finds its own step}

Step doubling supplies the missing gauge of bias. From (\ref{grad}), after symmetrization and without noise,
\[
D(2h)-D(h)=\frac{(4-1)h^2}{6}F+O(h^4)=\frac{h^2}{2}F+O(h^4).
\]
One third of this difference estimates the bias $h^2F/6$ of $D(h)$, and $2/h^2$ times it estimates $F$. The procedure is as follows. It presumes independent errors in all gradient components; where the errors carry little net force or torque, step 2 underestimates $\sigma_g$, and the noise must be measured otherwise, for instance by repeating gradients with tighter thresholds.
\begin{enumerate}
\item Converge the geometry, and check with (\ref{rot}) that the remaining gradient is harmless.
\item Build a Hessian at a short step $h_1$. Obtain $\hat s$ from (\ref{gauge}) and $\hat\sigma_g=\sqrt2\,h_1\hat s$ from (\ref{s}).
\item Build Hessians at long steps $h_2$ and $2h_2$, and estimate $F$ from their difference.
\item Insert both estimates in (\ref{hg}) and build the final Hessian at that step.
\item Report the noise error from (\ref{mode}) and the bias from $h^2F/6$, then project if desired.
\end{enumerate}

With $h_1=0.002\,a_0$ and $h_2=0.05\,a_0$, one noisy run gives $\hat\sigma_g=8.0\times10^{-7}\,E_h/a_0$, 20\% below the true value, and $\|F\|=15.19\,E_h/a_0^4$. The cube root in $h_g\propto\sigma_g^{1/3}$ softens the first error: the step becomes $0.0102\,a_0$ instead of $0.0110\,a_0$. With $r=0.93$, the factor $(r^4+2r^{-2})/3$ shows that this raises the rms matrix error by about 1\%. In 2000 repetitions of the procedure, 90\% of the steps fell between $0.0094$ and $0.0123\,a_0$, where the same factor gives a penalty of at most about 5\%.

The step $h_g$ minimizes the error of the Cartesian matrix, not that of a chosen frequency. For one mode, $F$ and the noise would have to be weighted with its eigenvector; in the example the best steps are then about $0.024\,a_0$ for the lowest vibration and $0.008\,a_0$ for the other two. The numerical check takes its reference derivatives from complex contour integrals, so that they do not depend on the differences being judged.

\section*{Calculated quantities}
\begin{verbatim}
Morse D [Eh], alpha [1/a0], r0 [a0]: 0.2 1.2 1.8
Bend K [Eh], cos(theta0): 0.15 -0.25
Masses of atoms 0,1,2 [m_e]: 30000 2000 4000
Noise sigma_g [Eh/a0], sigma_E [Eh]: 1.0e-06 1.0e-08
Gradients needed, energies needed: 18 163
Exact vibrations [cm^-1]: 1314.30 2804.28 3848.32
Exact vibrations [Eh]: 0.005988 0.012777 0.017534
Reduced masses mu_k [m_e]: 2607.9 4446.7 2127.7
Hessian element H(1x,1x) [Eh/a0^2]: 0.57600
Quartic constant f(1x,1x,1x,1x) [Eh/a0^4]: 5.8061
Norm of symmetrized quartic matrix F [Eh/a0^4]: 15.1476
Energy bias sum A [Eh^2/a0^8], B: 13.6440 72.0
Bias law deviation at h=0.02 a0, gradients, energies: 1.3e-04 2.9e-04
Best step [a0], matrix, gradients: formula 0.01099 sampled 0.01098
Best step [a0], matrix, energies: formula 0.01231 sampled 0.01232
Best step [a0], element 1x1x, gradients: formula 0.00802 sampled 0.00803
Best step [a0], element 1x1x, energies: formula 0.01500 sampled 0.01497
Matrix error at best step [Eh/a0^2], gradients: formula 5.285e-04 sampled 5.285e-04
Matrix error at best step [Eh/a0^2], energies: formula 7.917e-04 sampled 7.950e-04
Gauge test step [a0]: 0.00366
Element noise s [Eh/a0^2]: true 1.930e-04 from residuals 1.915e-04
Mode errors predicted [cm^-1]: 1.356 0.373 0.568
Mode errors sampled [cm^-1]: 1.323 0.382 0.578
Change by projection / vibrational error: 4.0e-03
Force- and torque-free noise: s from residuals [Eh/a0^2]: 7.07e-07
Force- and torque-free noise: rms vibrational error [cm^-1]: 0.693
Same step, ordinary noise: rms vibrational error [cm^-1]: 0.862
D raised 5%: largest |residual eigenvalue| [Eh/(m_e a0^2)]: 4e-20
D raised 5%: vibrational shifts [cm^-1]: 0.06 69.14 95.00
No noise, h=0.0879 a0: vib. error [cm^-1] from gauge 1.936 true 16.732
Step doubling, relative error of bias estimate at h=0.02 a0: 5.2e-04
Columns: h [a0]; residual size, gauge error, true vib. error [cm^-1]
  0.00275     71.36     1.159     1.149
  0.00550     50.46     0.579     0.578
  0.01099     35.80     0.292     0.390
  0.02199     28.93     0.190     1.058
  0.04397     46.53     0.493     4.187
  0.08795     92.26     1.936    16.732
Bond 1 longer/shorter by 0.001 a0: largest residual [cm^-1] (minus = imaginary): 90.56 -90.78
One run, gradients: residuals [cm^-1]: -60.02 -14.83 4.97 19.28 23.62 32.72
One run, gradients: vib. errors [cm^-1]: 0.281 0.125 -0.016
One run, energies: residuals [cm^-1]: -69.64 -53.30 -44.87 -27.88 -22.99 7.29
One run, energies: vib. errors [cm^-1]: -1.217 -0.027 -0.224
Self-tuning steps: fine, coarse, doubled coarse [a0]: 0.002 0.05 0.1
Self-tuning: sigma_g estimate [Eh/a0]: 8.017e-07
Self-tuning: norm of F estimate [Eh/a0^4]: 15.1867
Self-tuning: best step estimate [a0]: 0.01020
\end{verbatim}
